# Spreading Resistance of a Nanoscale Thermal Probe Contact on Silica: a numerical check

```python
"""Spreading resistance of an isothermal circular contact on a half-space.

Result under test: R = 1/(4 k a), about 1.8e7 K/W for a = 10 nm, k = 1.4 W/(m K).
a: contact radius, k: sample conductivity, Q: heat flow, q: heat flux,
G: interface conductance per area, R: temperature rise divided by Q.
Tests use scaled units a = k = Q = 1 unless the names say otherwise.
"""
import numpy as np
from scipy.constants import sigma
from scipy.integrate import quad, solve_ivp
from scipy.special import ellipe, ellipk, ellipkm1

pi = np.pi


def isothermal_flux(theta):
    """Candidate flux at radius r = sin(theta), unit total heat flow."""
    return 1 / (2 * pi * np.cos(theta))


def surface_temperature(rho, flux):
    """Sum of point sources 1/(2 pi s), with the ring angle integrated."""
    def integrand(theta):
        r = np.sin(theta)
        complement = ((r - rho) / (r + rho))**2
        ring = 4 * ellipkm1(complement) / (r + rho)
        return flux(theta) * r * np.cos(theta) * ring / (2 * pi)
    cuts = [0, pi / 2] if rho >= 1 else [0, np.arcsin(rho), pi / 2]
    return sum(quad(integrand, lo, hi, limit=200)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


def normal_flux(rho, z):
    """Downward flux at depth z produced by the candidate surface flux."""
    def integrand(theta):
        r = np.sin(theta)
        far2 = (r + rho)**2 + z**2
        near2 = (r - rho)**2 + z**2
        ring = 4 * ellipe(4 * r * rho / far2) / (np.sqrt(far2) * near2)
        return isothermal_flux(theta) * r * np.cos(theta) * z * ring / (2 * pi)
    cuts = [0, pi / 2] if rho >= 1 else [0, np.arcsin(rho), pi / 2]
    return sum(quad(integrand, lo, hi, limit=400)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))


def uniform_disc_temperature(rho, b):
    """Surface temperature from unit flux density on a disc of radius b."""
    inner = np.minimum(rho / b, 1)**2
    outer = np.minimum(np.minimum(b / rho, 1)**2, 1 - 1e-15)
    inside = 2 * b / pi * ellipe(inner)
    outside = 2 * rho / pi * (ellipe(outer) - (1 - outer) * ellipk(outer))
    return np.where(rho <= b, inside, outside)


def solved_resistance(biot=np.inf, rings=600):
    """Solve for unknown ring fluxes below an isothermal probe; returns R k a."""
    angles = np.linspace(0, pi / 2, rings + 1)
    edges = np.sin(angles)
    centres = np.sin((angles[1:] + angles[:-1]) / 2)
    discs = uniform_disc_temperature(centres[:, None], edges[None, 1:])
    matrix = np.diff(np.column_stack([np.zeros(rings), discs]), axis=1)
    matrix = matrix + np.eye(rings) / biot
    flux = np.linalg.solve(matrix, np.ones(rings))
    return 1 / np.sum(flux * pi * np.diff(edges**2))


# The candidate flux carries unit heat and makes the contact isothermal.
total_heat = quad(lambda t: isothermal_flux(t) * 2 * pi * np.sin(t)
                  * np.cos(t), 0, pi / 2)[0]
assert abs(total_heat - 1) < 1e-9
contact_temperatures = [surface_temperature(x, isothermal_flux)
                        for x in (0.1, 0.5, 0.9)]
assert np.allclose(contact_temperatures, 0.25, rtol=1e-6)
assert surface_temperature(1.5, isothermal_flux) < 0.2

# The normal flux returns to the imposed value inside and vanishes outside.
assert abs(normal_flux(0.5, 1e-3) / isothermal_flux(np.arcsin(0.5)) - 1) < 1e-3
assert abs(normal_flux(1.5, 1e-3)) < 1e-3

# A solution with unknown flux; tolerance covers the discretized rim.
solved_isothermal = solved_resistance()
assert abs(solved_isothermal / 0.25 - 1) < 3e-3

# Temperature below the centre of the isothermal contact.
for depth in (0.3, 1.0, 4.0):
    direct = quad(lambda t: np.sin(t) / np.hypot(np.sin(t), depth),
                  0, pi / 2)[0] / (2 * pi)
    assert abs(direct - 0.25 * 2 / pi * np.arctan(1 / depth)) < 1e-8

# Uniform flux: local disc formula, then centre, edge and mean temperatures.
for radius in (0.4, 0.8, 1.4):
    direct = surface_temperature(radius, lambda t: 1.0)
    assert abs(direct / uniform_disc_temperature(radius, 1.0) - 1) < 1e-6
centre_direct = surface_temperature(1e-5, lambda t: 1 / pi)
assert abs(centre_direct - 1 / pi) < 1e-5
edge_direct = surface_temperature(1.0, lambda t: 1.0)
assert abs(edge_direct - 2 / pi) < 1e-6
mean_direct = quad(lambda x: 2 * x * uniform_disc_temperature(x, 1.0),
                   0, 1)[0] / pi
assert abs(mean_direct - 8 / (3 * pi**2)) < 1e-7

# Example inputs; material and interface values are rough typical values.
a = 10e-9
k = 1.4
Q = 1e-6
G = 1e8
T_use = 300.0
heat_capacity = 1.6e6
sound_speed = 4000.0
k_tip = 10.0
cone_half_angle = np.radians(15)
film_thickness = 300e-9
k_slope = 1e-3

R = 1 / (4 * k * a)
rise = Q * R
R_uniform_mean = 8 / (3 * pi**2 * k * a)
R_uniform_centre = 1 / (pi * k * a)
depth_ten_percent = a / np.tan(0.05 * pi)
assert abs(R / 1.8e7 - 1) < 0.01

# Interface and spreading solved together, compared with dissipation bounds.
area = pi * a**2
R_interface = 1 / (G * area)
biot = G * a / k
R_coupled = solved_resistance(biot) / (k * a)
lower_total = R_interface + R
upper_total = R_interface + R_uniform_mean
assert lower_total < R_coupled < upper_total

# Conical tip: sum of slices, and a comparison with spherical isotherms.
slope = np.tan(cone_half_angle)
R_tip = 1 / (pi * k_tip * a * slope)
slices = quad(lambda x: 1 / (pi * (1 + x * slope)**2), 0, np.inf)[0]
assert abs(slices / (k_tip * a) / R_tip - 1) < 1e-7
R_caps = np.sin(cone_half_angle) / (
    2 * pi * k_tip * a * (1 - np.cos(cone_half_angle)))
assert 1 < R_caps / R_tip < 1.03

# Carrier directions give the kinetic factors for diffusion and emission.
diffusion_factor = quad(lambda mu: mu**2 / 2, -1, 1)[0]
emission_factor = quad(lambda mu: mu / 2, 0, 1)[0]
mean_free_path = 3 * k / (heat_capacity * sound_speed)
R_ballistic = 4 / (heat_capacity * sound_speed * area)
assert abs(diffusion_factor * heat_capacity * sound_speed
           * mean_free_path / k - 1) < 1e-10
assert abs(emission_factor * heat_capacity * sound_speed
           * area * R_ballistic - 1) < 1e-10

# Film on a perfect heat sink: wave-number integral against image sum.
ratio = a / film_thickness
film_integral = quad(lambda x: np.sinc(x * ratio / pi)**2
                     * 2 / (np.exp(2 * x) + 1), 0, 40)[0]
assert abs(film_integral / np.log(2) - 1) < 1e-3
film_change = -np.log(2) / (2 * pi * k * film_thickness)

# Temperature-dependent conductivity: integrate radial conduction directly.
radial = solve_ivp(lambda s, T: rise / (1 + k_slope * T), (0, 1), [0.0],
                   rtol=1e-10, atol=1e-10)
k_change = -k_slope * rise / 2
assert abs(radial.y[0, -1] / rise - 1 - k_change) < 3e-4
radiation_ratio = 4 * sigma * T_use**3 * a / k

print(f"Contact radius: {a*1e9:.0f} nm")
print(f"Sample conductivity: {k:.1f} W/(m K)")
print(f"Heat flow: {Q*1e6:.1f} uW")
print(f"Isothermal spreading resistance: {R:.3e} K/W")
print(f"Same resistance: {R*1e-6:.2f} K/uW")
print(f"Contact temperature rise: {rise:.2f} K")
print(f"Collocation value of R k a: {solved_isothermal:.5f} (dimensionless)")
print(f"Uniform flux, mean-temperature resistance: {R_uniform_mean:.3e} K/W")
print(f"Uniform flux, centre resistance: {R_uniform_centre:.3e} K/W")
print(f"Mean uniform-flux excess: {100*(R_uniform_mean/R-1):.1f} %")
print(f"Depth where axial rise is 10 percent: {depth_ten_percent*1e9:.1f} nm")
print(f"Rough interface conductance: {G*1e-6:.0f} MW/(m^2 K)")
print(f"Interface resistance: {R_interface:.3e} K/W")
print(f"Interface over spreading: {R_interface/R:.2f} (ratio)")
print(f"Biot number G a/k: {biot:.3f} (dimensionless)")
print(f"Lower bound, interface plus sample: {lower_total:.3e} K/W")
print(f"Solved interface plus sample: {R_coupled:.3e} K/W")
print(f"Upper bound, interface plus sample: {upper_total:.3e} K/W")
print(f"Rough tip conductivity: {k_tip:.0f} W/(m K)")
print(f"Tip cone half-angle: {np.degrees(cone_half_angle):.0f} degrees")
print(f"Tip resistance estimate: {R_tip:.2e} K/W")
print(f"Tip over spreading: {R_tip/R:.2f} (ratio)")
print(f"Rough heat capacity: {heat_capacity*1e-6:.1f} MJ/(m^3 K)")
print(f"Rough sound speed: {sound_speed:.0f} m/s")
print(f"Kinetic mean free path: {mean_free_path*1e9:.2f} nm")
print(f"Ballistic resistance estimate: {R_ballistic:.2e} K/W")
print(f"Ballistic over spreading: {100*R_ballistic/R:.1f} %")
print(f"Example oxide thickness: {film_thickness*1e9:.0f} nm")
print(f"Finite-film change in resistance: {film_change:.2e} K/W")
print(f"Finite-film relative change: {100*film_change/R:.2f} %")
print(f"Rough relative conductivity slope: {100*k_slope:.1f} %/K")
print(f"Conductivity-slope change in resistance: {100*k_change:.2f} %")
print(f"Surface temperature for radiation: {T_use:.0f} K")
print(f"Far-field radiation ratio: {radiation_ratio:.1e} (dimensionless)")
print("OK")
```

It prints:

```
Contact radius: 10 nm
Sample conductivity: 1.4 W/(m K)
Heat flow: 1.0 uW
Isothermal spreading resistance: 1.786e+07 K/W
Same resistance: 17.86 K/uW
Contact temperature rise: 17.86 K
Collocation value of R k a: 0.25000 (dimensionless)
Uniform flux, mean-temperature resistance: 1.930e+07 K/W
Uniform flux, centre resistance: 2.274e+07 K/W
Mean uniform-flux excess: 8.1 %
Depth where axial rise is 10 percent: 63.1 nm
Rough interface conductance: 100 MW/(m^2 K)
Interface resistance: 3.183e+07 K/W
Interface over spreading: 1.78 (ratio)
Biot number G a/k: 0.714 (dimensionless)
Lower bound, interface plus sample: 4.969e+07 K/W
Solved interface plus sample: 5.099e+07 K/W
Upper bound, interface plus sample: 5.113e+07 K/W
Rough tip conductivity: 10 W/(m K)
Tip cone half-angle: 15 degrees
Tip resistance estimate: 1.19e+07 K/W
Tip over spreading: 0.67 (ratio)
Rough heat capacity: 1.6 MJ/(m^3 K)
Rough sound speed: 4000 m/s
Kinetic mean free path: 0.66 nm
Ballistic resistance estimate: 1.99e+06 K/W
Ballistic over spreading: 11.1 %
Example oxide thickness: 300 nm
Finite-film change in resistance: -2.63e+05 K/W
Finite-film relative change: -1.47 %
Rough relative conductivity slope: 0.1 %/K
Conductivity-slope change in resistance: -0.89 %
Surface temperature for radiation: 300 K
Far-field radiation ratio: 4.4e-08 (dimensionless)
OK
```
